Why a quadratic band edge emits a perpendicular complex-wavevector branch

**Definitions and conventions**

Let x be the coordinate normal to a planar metal-semiconductor contact, with the semiconductor at x > 0. The wavevector component parallel to the interface is held fixed, so the band is a function E(k) of one variable. A Bloch solution acquires the factor exp(ikd) over one period d. For complex k its magnitude follows the envelope exp(−x Im k), which decays into the semiconductor when Im k > 0.

A wavevector k0 on the real axis is chosen, and

κ = k − k0, E0 = E(k0), a = E''(k0), b = E'''(k0), c = E''''(k0).

Primes are derivatives with respect to k. A real-energy curve is a curve in the complex k plane on which E(k) is real.

**Assumptions.** (i) E(k) is analytic in a neighbourhood of k0. (ii) E(k) is real for real k. (iii) E'(k0) = 0 and a ≠ 0.

The word "nondegenerate" can refer to the eigenvalue or to the extremum. Assumption (iii) covers the extremum. The eigenvalue is treated in Lemma 1.

**Theorem.** Under (i) to (iii), in a sufficiently small neighbourhood of k0:

(a) the points of real energy form two smooth curves, the real axis and one other;

(b) the second curve crosses the real axis at k0 at a right angle;

(c) along it E leaves E0 on the side opposite to the real band: below a minimum, above a maximum;

(d) κ is purely imaginary along the whole of it if and only if E is even about k0, that is E(k0 + κ) = E(k0 − κ).

By (d), "imaginary-wavevector branch" is in general a statement about the tangent at k0. The branch itself may bend.

**Lemma 1: a simple eigenvalue satisfies (i) and (ii)**

Let H(k) be a finite matrix, analytic in k and Hermitian for real k, and let E0 be a simple eigenvalue of H(k0). Then E(k) is analytic near k0 and real for real k.

Proof. The eigenvalues are the roots in E of D(E, k) = det[H(k) − E]. At a simple root ∂D/∂E ≠ 0, so the implicit function theorem gives one analytic root E(k) with E(k0) = E0. For real k the matrix is Hermitian and all its eigenvalues are real, including this one. ∎

Since E is real on the real axis, its derivatives a, b, c and all higher ones are real.

**Lemma 2: a coordinate in which the band is a parabola**

There is an analytic function w(κ) with real Taylor coefficients, w(0) = 0 and dw/dκ = 1 at κ = 0, such that

E − E0 = (a/2) w².

Its inverse κ(w) is analytic near w = 0, also has real coefficients, and begins

κ = w − A w² + (2A² − B) w³ + …,

A = b/(6a), B = c/(24a) − b²/(72a²).

Proof. The Taylor series has no linear term, because E'(k0) = 0:

E − E0 = aκ²/2 + bκ³/6 + cκ⁴/24 + … = (a/2) κ² g(κ),

g(κ) = 1 + (b/3a)κ + (c/12a)κ² + …

The division by a is allowed because a ≠ 0. As g(0) = 1, the square root of g that equals 1 at κ = 0 is analytic near κ = 0. Set w = κ√g. Then w² = κ²g, which is the stated parabola.

With √(1 + y) = 1 + y/2 − y²/8 + … and y = (b/3a)κ + (c/12a)κ²,

√g = 1 + (b/6a)κ + [c/(24a) − b²/(72a²)]κ² + …,

so w = κ + Aκ² + Bκ³ + … Its derivative at zero is 1, and the inverse function theorem supplies an analytic inverse. Write it as κ = w + αw² + βw³ + … Then κ² = w² + 2αw³ + … and κ³ = w³ + …, and substitution gives

w = w + (α + A)w² + (β + 2Aα + B)w³ + …

Both brackets must vanish, so α = −A and β = 2A² − B. Every coefficient is obtained from real numbers by such real equations. ∎

**Proof of the theorem**

(a) Since a is real and nonzero, E is real if and only if w² is real, hence if and only if w is real or w = iq with q real. These are two straight lines in the w plane. Near zero κ(w) is one-to-one, so the real-energy points are the images of these two lines and nothing else. The real line maps into the real κ axis because the coefficients are real. The line w = iq gives the other curve, which is smooth because dκ/dw ≠ 0.

(b) Insert w = iq, with w² = −q² and w³ = −iq³:

κ = iq + Aq² − i(2A² − B)q³ + …

Even powers of iq are real and odd powers imaginary, so the two parts separate:

Re κ = A q² + O(q⁴),

Im κ = q − (2A² − B) q³ + O(q⁵).

At q = 0 the tangent is dκ/dq = i. The tangent of the real axis is dκ/dw = 1. They are perpendicular.

(c) On the second curve w² = −q², therefore

E = E0 − a q²/2.

On the real axis E = E0 + a w²/2. The two signs are opposite.

(d) If E is even about k0, then g is even in κ, √g is even, and w = κ√g is odd. The inverse of an odd function is odd, so κ(iq) contains odd powers of iq alone and is imaginary. Conversely, if κ(iq) is imaginary for all small q, every even coefficient of κ(w) vanishes. Then κ(w) is odd, w(κ) is odd, and E = E0 + aw²/2 is even in κ. ∎

**Remark 1: where the angle is measured.** In the space with axes (Re k, Im k, E), the tangents at the extremum are (1, 0, 0) for the real branch and (0, 1, 0) for the other, because dE/dw = aw and dE/dq = −aq both vanish there. These tangents are taken with w and q as parameters. The energy would not serve as a parameter there, since the derivative dκ/dE = (dκ/dw)/(aw) diverges at the extremum.

**Remark 2: when the branch is vertical.** Time reversal reverses the parallel wavevector as well as k. For spinless electrons with this symmetry and zero parallel wavevector, a simple band therefore obeys E(−k) = E(k), so it is even about k = 0. With the reciprocal period G it is also even about G/2, since E(G/2 + κ) = E(−G/2 − κ) = E(G/2 − κ). An extremum elsewhere generally has b ≠ 0, and its branch bends with Re κ ≈ Aq².

**Remark 3: decay length.** At a minimum let a = ħ²/m and let Δ = E0 − E > 0 be the depth below the edge. From Δ = aq²/2,

q = √(2mΔ)/ħ.

The density envelope is exp(−2x Im κ), with tail length ℓ = 1/(2 Im κ), close to 1/(2q) at small depth. The conjugate solution, −q in place of q, grows with x. An evanescent solution is unbounded on one side, so it is not a state of the infinite crystal. It can serve in a half-crystal, where the metal supplies the wave at x < 0.

**Remark 4: what fails without the assumptions**

A quartic minimum has a = b = 0. With E − E0 = fκ⁴, f > 0 and κ = ρ exp(iφ),

E − E0 = fρ⁴[cos 4φ + i sin 4φ].

The energy is real on eight rays, at multiples of 45°. It lies below E0 at odd multiples of 45°, where cos 4φ = −1. The vertical ray has cos 4φ = +1 and goes up in energy. The branches that enter the gap therefore leave at 45°.

If two bands cross linearly, the eigenvalue is degenerate. The matrix with zero diagonal and off-diagonal elements Pκ, P real, has E = ±Pκ. For P ≠ 0 this is real only when κ is real, so no real-energy branch leaves the real axis.

**Second case: two bands separated by a gap**

Put ±Eg/2 on the diagonal of that matrix. Its eigenvalues obey

E² = Eg²/4 + P²κ².

Near the upper edge E ≈ Eg/2 + P²κ²/Eg. Comparison with ħ²κ²/(2m) gives P² = Egħ²/(2m). The band is even, so κ = iq with no bending. At E = Eg/2 − Δ,

P²q² = Eg²/4 − (Eg/2 − Δ)² = Δ(Eg − Δ),

q² = (2mΔ/ħ²)(1 − Δ/Eg).

For Δ ≪ Eg this is the result of Remark 3. As Δ grows, q reaches its largest value at midgap and returns to zero at the lower edge, so one loop joins the two bands. At midgap E = 0 the two eigenvalues coincide and E(κ) has a square-root branch point. The power series of E in κ about the upper edge therefore describes only the upper half of the loop.

**Worked example: a valley away from a symmetry point**

Take a chain of layers with on-site energy u and first- and second-neighbour hoppings t1 and t2. With θ = kd,

E = u + 2t1 cos θ + 2t2 cos 2θ.

The derivative −2 sin θ (t1 + 4t2 cos θ) vanishes at cos θ0 = −t1/(4t2). Using cos 2θ = 2cos²θ − 1 and choosing u so that the minimum is at zero,

E = 4t2 (cos θ − cos θ0)².

Differentiating with respect to θ, and setting θ = θ0 after each differentiation is complete, gives

a = 8t2 d² sin²θ0,

b = 24t2 d³ sin θ0 cos θ0,

c = 8t2 d⁴ (3cos²θ0 − 4sin²θ0).

The parameters are rough values for the silicon conduction valley along the normal of a (001) contact: lattice constant 0.54 nm, valley at 0.85 of the distance to X, longitudinal mass 0.90 electron masses. The layer spacing is a quarter of the lattice constant, d = 0.135 nm; the screw axis of the crystal permits this unfolding. Then k0 = 0.85 × 2π/(0.54 nm) = 9.89 nm⁻¹ and θ0 = 1.335. The mass fixes a = 0.07620/0.90 = 0.0847 eV nm², hence t2 = 0.614 eV and t1 = −0.574 eV. The third derivative is b = 0.00823 eV nm³, so

A = 0.00823/(6 × 0.0847) = 0.0162 nm.

The cubic coefficient is 2A² − B = 0.00356 nm². At Δ = 0.10 eV,

q = √(2 × 0.10/0.0847) = 1.537 nm⁻¹,

Im κ ≈ 1.537 − 0.00356 × 1.537³ = 1.524 nm⁻¹,

Re κ ≈ 0.0162 × 1.537² = 0.038 nm⁻¹.

The chain's recurrence relation can be solved at this energy without any expansion. It gives Im κ = 1.524 nm⁻¹ and Re κ = 0.037 nm⁻¹. A long finite chain with the same hoppings, driven at its first site at E = −0.10 eV, gives the same two values from its amplitudes.

The series overestimates Re κ by about 3.5% of the recurrence value. The next term accounts for this. The closed form of E gives cos θ = cos θ0 − W sin θ0 with W = wd, hence

dθ/dW = sin θ0/sin θ = (1 + 2CW − W²)^(−1/2), C = cot θ0 = 0.240.

Its W³ coefficient is −(3C + 5C³)/2, so θ contains −(3C + 5C³)W⁴/8 = −0.099W⁴. For W = iqd, with qd = 0.2075, this lowers Re κ by 0.099 × 0.2075⁴/(0.135 nm) = 0.0014 nm⁻¹, close to the actual difference of 0.0013 nm⁻¹.

The line from k0 to the point on the branch makes an angle of 88.6° with the real axis at 0.10 eV and 89.55° at 0.01 eV. The deviation is about Aq radians, which vanishes at the edge, as (b) requires. At k = 0 the same chain has a local maximum; the top of the band is higher, at θ = π, so just above this maximum the evanescent solutions coexist with propagating ones. There the band is even, and at 0.01 eV above it the computed wavevector is imaginary, 0.539i nm⁻¹, with a real part below 10⁻⁹ nm⁻¹.

The tail length at 0.10 eV is ℓ = 1/(2 × 1.524) = 0.33 nm, about 2.4 layers. Because the chain has valleys at ±k0, the wavevectors k and −k* have the same energy and the same decay. A real combination of the two has density proportional to exp(−x/ℓ) cos²[(k0 + Re κ)x + φ], a decaying envelope times an oscillation. The period of the oscillation, π/(k0 + Re κ) = 0.32 nm, is about one tail length.

**Relation to a real silicon contact**

The numbers above describe the complex band of a one-band crystal in a flat potential. The valley position and mass fix k0 and a, but not b. A third-neighbour hopping can change b, and even its sign, with both held fixed. The value of A and the bending are therefore properties of this chain and not predictions for silicon. Several omitted effects also have to be considered at this depth.

- Valence coupling: with a rough gap of 1.10 eV, the two-band formula would multiply the parabolic q by √(1 − 0.10/1.10) = 0.953, a 5% longer tail. That formula attributes the whole band curvature to coupling across a gap at the same wavevector, whereas the 1.10 eV gap of silicon is indirect; at the valley's own wavevector the valence band lies roughly 4 eV below. The longitudinal mass of silicon is close to the free-electron mass, so the formula does not describe this valley and the 5% should not be used as a correction for it.
- Other valleys: four valleys present their transverse mass, roughly 0.20, to the normal. At the same depth their parabolic tail is 0.69 nm, twice as long. At an ideal interface they are reached by metal states with the matching parallel wavevector.
- Temperature: since ℓ varies as Δ^(−1/2), an energy spread of kT = 0.026 eV at 300 K changes ℓ by about kT/(2Δ) = 13%. At fixed energy this spread does not enter.
- Depletion field: for a doping of 10¹⁷ cm⁻³, band bending of 0.50 V and relative permittivity 12, the depletion approximation gives 0.123 MV/cm at the contact. The edge moves by 0.004 eV over one tail length, 4% of Δ.
- Image potential: the continuum expression e²/(16πεx), ε being the permittivity, gives 0.091 eV at x = ℓ, almost equal to Δ, and 0.015 eV at 2 nm. A continuum permittivity is itself doubtful at 0.33 nm.

The flat-potential assumption thus fails close to a real contact. Within the first two layers the continuum image energy exceeds Δ, so the depth there is not known to better than its own size, and 0.33 nm is not a prediction for a device. With 0.50 V of band bending the Fermi level at the contact lies more than 0.50 eV below the conduction edge in nondegenerate n-type material. The states treated here are then more than 0.40 eV above it, and at 300 K each is occupied with a probability below 10⁻⁶. Tails at the Fermi level lie deeper in the gap and are not treated here.

The theorem is unaffected by these corrections as long as the bulk band meets its assumptions. It fixes the direction in which the branch leaves the edge, and the expansion in its proof gives the first curvature once b is known. How strongly a metal populates the branch is a matter of matching at the interface. The remaining values are in the numerical output.

Calculated quantities

```
lattice constant (rough) = 0.54 nm
layer spacing d = 0.1350 nm
valley position / X distance (rough) = 0.85
valley wavevector k0 = 9.890 1/nm, k0*d = 1.3352 rad
longitudinal mass (rough) = 0.90 m_e
hbar^2/m_e = 0.07620 eV nm^2
hoppings t1 = -0.5735 eV, t2 = 0.6142 eV
onsite energy (minimum at zero) = 1.3622 eV
E'' = 0.08467 eV nm^2
E''' = 0.008232 eV nm^3
E'''' = -5.905e-03 eV nm^4
bending coefficient A = 0.01621 nm
cubic coefficient 2A^2-B = 0.003563 nm^2
branch from recurrence roots; angle is that of the chord from k0:
 depth 0.01 eV: q 0.4860, Im 0.4856, Re 0.00381 1/nm, angle 89.55 deg
 depth 0.03 eV: q 0.8418, Im 0.8397, Re 0.01136 1/nm, angle 89.22 deg
 depth 0.10 eV: q 1.5370, Im 1.5243, Re 0.03698 1/nm, angle 88.61 deg
 depth 0.30 eV: q 2.6621, Im 2.5997, Re 0.10400 1/nm, angle 87.71 deg
series at 0.10 eV: Im 1.5240, Re 0.03828 1/nm
driven chain at 0.10 eV: Im 1.5243, Re 0.03698 1/nm
remainder orders: Re 3.99, Im 4.99
solutions near k0 (contour count) = 2.0000
real-energy rays: quadratic 4, quartic 8
quartic minimum, downward branch angle = 45.03 deg
even maximum, 0.01 eV above: Im = 0.5392 1/nm, |Re| < 1e-9: True
density tail length 1/(2 Im kappa) = 0.328 nm
neglected effects at the main depth:
 gap (rough) = 1.10 eV, two-band factor on q = 0.9535
 transverse mass (rough) = 0.20 m_e, tail = 0.690 nm
 thermal energy at 300 K = 0.0259 eV, kT/(2 depth) = 0.129
 doping = 1.0e+17 cm^-3, band bending = 0.50 V
 relative permittivity (rough) = 12.0
 contact field = 0.123 MV/cm, depletion width = 81.4 nm
 field energy over one tail length = 0.00403 eV
 image energy at one tail length = 0.0915 eV
 image energy at 2 nm = 0.0150 eV
```
